How Many k Points Does a Metallic Chain Need at Temperature T?

**Question.** A zone average over a metallic chain is replaced by a mean over N equally spaced k points. How large is the error at temperature T, and how does the required N scale with temperature, Fermi velocity and tolerance?

**Answer.** The sharper the Fermi step, the finer the mesh must be. The sharpness can be read from the complex momenta at which the Fermi function has poles: their distance from the real axis sets the rate at which the error falls.

**What a uniform mesh gets wrong**

Let the chain have period a and one smooth band E(θ), with θ = ka. The electrons are independent, E(−θ) = E(θ), and the states with |θ| < θ_F = k_F a lie below the chemical potential μ. The slope at +θ_F is

u = dE/dθ = ħv_F/a > 0.

The average to be found is that of F(θ) = f(E(θ)), where f(E) = 1/(exp[(E − μ)/kT] + 1). It is the number of electrons per period and per spin. Write

F(θ) = Σ_n c_n e^(−inθ),  c_n = (1/2π) ∫ F(θ) e^(inθ) dθ,

with the integral from −π to π. The true average is c₀. On the mesh θ_j = 2π(j + s)/N, where s is a shift in steps, the mean of e^(−inθ_j) is a geometric sum. It vanishes unless n = mN with m an integer, and then equals e^(−2πims). Since F is even, c_(−n) = c_n, and the error, mesh minus true value, is

Δ_N = 2 Σ_(m≥1) cos(2πms) c_(mN).

The mesh therefore errs by the Fourier coefficients of order N, 2N and so on. A half-step shift changes the sign of the leading term. A quarter-step shift removes the odd m and makes the even m alternate in sign, as on a mesh of 2N points shifted by half its own step. Below, s = 0.

**The poles set the decay**

For n > 0, e^(inθ) decays in the upper half-plane, so the contour is closed upwards. The two vertical sides cancel by periodicity. For a cosine band the top side can be moved to infinity, passing between poles, and contributes nothing. If another band has a singularity at height Y, the contour must stop below it, and the remainder falls roughly as e^(−nY). The pole nearest the real axis then governs as long as it lies below Y.

The Fermi function has poles where exp[(E − μ)/kT] = −1:

E(θ_p) = μ + iω,  ω = ±πkT, ±3πkT, …

There the denominator of f has the θ-derivative −E′(θ_p)/kT, so the residue is −kT/E′(θ_p). With the factor 2πi/(2π) = i,

c_n = −i kT Σ_p e^(inθ_p)/E′(θ_p),

summed over the poles in the upper half-plane.

To locate a pole near +θ_F, set θ_p = θ_F + δ and y = ω/u. Dividing the Taylor series of E by u gives

δ + Aδ² + Bδ³ + … = iy,  A = E″/(2u),  B = E‴/(6u).

Solving by iteration,

δ = iy + Ay² − i(2A² − B)y³ + …

The first term is the height of the pole. The second is real and shifts only the phase of the error. The third is the first correction to the decay rate. The lowest pole thus has height

x = πkT/u = πa kT/(ħv_F).

Near −θ_F the slope is −u, so the pole in the upper half-plane belongs to ω = −πkT and lies at −θ_F + ix. Adding the two lowest poles,

c_n ≈ −i(kT/u)[e^(inθ_F) − e^(−inθ_F)] e^(−nx) = 2(kT/u) sin(nθ_F) e^(−nx).

The leading mesh error follows from n = N and the factor 2 of the error series:

Δ_N ≈ (4kT a/ħv_F) sin(N k_F a) exp[−πNa kT/(ħv_F)].

The exponential is an envelope. The sine can make one particular mesh accidentally good, so a mesh should be chosen from the envelope.

**Where the exponential begins**

The exponent is −Na/L_T, with the thermal length

L_T = ħv_F/(πkT).

The mesh resolves the Fermi step when its length Na exceeds L_T several times. For shorter meshes the higher poles matter too. In the linearised band they lie at heights x, 3x, 5x, …, and since Σ_j e^(−(2j+1)nx) = 1/(2 sinh nx),

c_n ≈ (kT/u) sin(nθ_F)/sinh(nx).

For nx ≪ 1 this becomes sin(nθ_F)/(πn), the slow algebraic decay of a sharp step. For nx ≫ 1 it returns to the exponential law.

The estimate fails at a band edge, where v_F = 0. For E = −t(1 + 2cos θ) with μ at the bottom, E ≈ −3t + tθ². The pole condition tθ² = iπkT gives

Im θ_p = √(πkT/2t).

With t = 2.7 eV at 300 K this is 0.1226, against 0.1228 from the full cosine band. The rate stays finite, while the formula with v_F → 0 would make it infinite.

**The error of the free energy**

The grand potential per spin is the average of g = −kT ln(1 + exp[−(E − μ)/kT]), and ∂g/∂μ = −f. Its Fourier coefficients d_n therefore obey ∂d_n/∂μ = −c_n. Differentiating E(θ_p) = μ + iω gives dθ_p/dμ = 1/E′(θ_p), hence

c_n = −(kT/n) d/dμ Σ_p e^(inθ_p),

d_n = (kT/n) Σ_p e^(inθ_p).

For the cosine band and n ≥ 2 the integration constant is zero, because both sides vanish as μ → −∞. For n = 1 the pole sum tends to t/2 instead, so a constant −t/2 must be added; this matters only for a mesh of a single point. The two lowest poles give an error of (4kT/N) cos(Nk_F a) e^(−Nx) per period and spin. The rate is that of the electron count; the prefactor now contains 1/N.

**A carbon nanotube at 300 K**

A (10,10) armchair nanotube is a metallic chain in the nearest-neighbour π model. Take the rough values t = 2.7 eV for the hopping and 0.142 nm for the bond. The tube period is a = 0.2460 nm.

Consider states uniform around the circumference. Each atom has one neighbour at its own height along the tube and two at heights ±b, with b = a/2. With equal or opposite amplitudes on the two sublattices,

E = ∓t(1 + 2cos θ),  θ = kb.

These bands cross at E = 0, where cos θ_F = −1/2 and θ_F = 2π/3. The slope there has magnitude 2t sin θ_F = √3 t, so

ħv_F = √3 t b = 0.575 eV nm,  v_F = 8.7 × 10⁵ m/s.

At μ = 0 the two bands have energies +E and −E at each θ. Since f(E) + f(−E) = 1, every mesh gives the correct electron number, and the grand potential equals the free energy.

From here N counts k points in the zone of the tube, and x uses the tube period a. Each k supplies two points, θ = ka/2 and θ = ka/2 + π, so the chain mesh has 2N points. Per chain period, spin and band the envelope is 4kT/(2N). The band −E has the same poles as E, because ω takes both signs, so both bands err by the same amount. Two bands, two spins and two chain periods per cell multiply this by 8:

error per cell ≈ (16kT/N) cos(4πN/3) e^(−Nx).

In this model, with all hoppings equal, the cosine is 1 when N is a multiple of 3, because the mesh then contains the crossing point, and −1/2 otherwise.

At 300 K, kT = 25.85 meV and πkT = 81.2 meV, so

L_T = 0.5751/0.08122 = 7.08 nm,  x = 0.2460/7.081 = 0.0347.

Let the tolerance be η = 0.01 meV per cell, and write C = 16kT = 413.6 meV. Setting (C/N)e^(−Nx) = η and multiplying by Nx e^(Nx)/η gives

Nx e^(Nx) = Cx/η,  N = W(Cx/η)/x,

where W is the Lambert function, defined by W e^W = z. Here Cx/η = 413.6 × 0.03473/0.01 ≈ 1436, so W ≈ 5.55 and **N ≈ 160**, a mesh length of 39 nm.

A direct search over meshes of 3 to 400 points, using the crossing bands, found 159 as the last one to miss the tolerance. Diagonalizing the complete 40-atom cell with 160 points gave an error of −0.0052 meV per cell, and doubling the mesh moved the free energy by 0.0052 meV. The error is about half the tolerance because 160 is not a multiple of 3.

Between 120 and 180 points the error fell from 0.0538 to 0.0044 meV per cell. After removal of the 1/N factor the decay rate is 0.03485 per point, against the predicted 0.03473. The m = 2 term accounts for the difference: relative to the leading term it is e^(−Nx)/2, or 0.8% at 120 points and 0.1% at 180, which raises the apparent rate by about 0.0001.

At 30 points Na is only 1.04 L_T. The leading formula gives 413.6/30 × e^(−1.04) ≈ 4.9 meV per cell, while the crossing bands give 6.7 meV. The leading term alone is then too small.

**How the mesh scales**

With the tolerance and the band held fixed, the estimates are:

- 300 K: N ≈ 160
- 1000 K: N ≈ 66
- 3000 K: N ≈ 28

The last failing meshes in the same search were 159, 66 and 27. A tenfold rise in temperature reduces N by a factor of 5.8, not 10. The length L_T does shrink tenfold, but Cx grows as T², so more decay lengths are needed to reach the same absolute error. Tightening the tolerance is cheap by comparison: well inside the exponential regime, each factor of ten costs somewhat less than ln 10 ≈ 2.3 further thermal lengths, since the 1/N prefactor helps.

**What a real tube changes**

A gap speeds convergence. If two crossing bands ±ε become ±√(ε² + D²), their combined free energy is singular where √(ε² + D²) = ±iω, that is, at ε = ±i√(ω² + D²). In the linearised rate πkT is replaced by √((πkT)² + D²). A residual half-gap of 5 meV, taken as a rough value, raises the rate by 0.2%. The correction is small only while D ≪ πkT, and it grows as D². A half-gap of 40 meV raises the rate by 11% and moves the last failing mesh from 159 to 144 points, a change of the same order as the velocity uncertainty discussed below. A nominally metallic tube with a gap of tens of meV therefore falls outside the ranking given at the end. The lowest gapped subbands of the model tube have a half-gap of 0.83 eV, which makes their estimated rate about ten times that of the crossing bands. At 30 points all gapped subbands together contribute −0.001 meV per cell, against 6.7 meV from the crossing bands.

Scattering also helps. Average the occupation over a Lorentzian of half-width G. The pole term 1/(E − μ − iω) with ω > 0 is analytic in the lower half-plane, so its average is its value at E − iG, and ω becomes ω + G. If the mean free path ℓ counts scattering of every kind, the lifetime is ℓ/v_F and G = ħv_F/(2ℓ). A length deduced from the resistance counts mainly backscattering and can be longer than this ℓ. For a rough ℓ = 500 nm, G = 0.58 meV, and the rate for occupations rises by 0.7%.

Band curvature changes the decay rate less still. For this band 2A² − B = 1/3, and with x/2 = 0.0174 per chain period the pole is lowered by one part in 10⁴. Its effect on the phase is larger. With A = −1/(2√3), the phase at 160 points turns by 2NA(x/2)² ≈ −0.028, which changes the cosine from −0.500 to −0.524 and so enlarges the error by about 5%.

Unequal hoppings can change the phase far more. In a real tube the bent wall makes the hopping around the circumference differ slightly from that along the slanted bonds. If their ratio is 1 + q, the crossing lies at cos θ_F = −(1 + q)/2, so θ_F moves by about q/√3. For q = 0.01 the phase 2Nθ_F at 160 points turns by about 1.85 rad. The rule about multiples of 3 is then lost, and the envelope is the safe guide.

For the required number of points, the assumption with the most weight among those sized here is that of independent electrons with the chosen hopping. Velocities in graphitic carbon are roughly 10⁶ m/s, so the model value is of the right size, but interactions can change it. A velocity 20% higher, with all else fixed, raises the estimate at 300 K from 160 to 187 points. This is a sensitivity estimate, not an interacting calculation. For a tube that remains metallic, with μ far from the band edges compared with πkT, the velocity should therefore be settled before the mesh is refined on the strength of smaller corrections. The numerical output gives the remaining digits.

Table of computed values

```
hopping (rough input): 2.70 eV
bond length (rough input): 0.142 nm
tube period a: 0.2460 nm
unfolded chain period: 0.1230 nm
atoms per (10,10) tube cell: 40
hbar v_F: 0.5751 eV nm
Fermi velocity: 8.737e+05 m/s
kT at 300 K: 25.852 meV
pi kT at 300 K: 81.22 meV
thermal length hbar v_F/(pi kT): 7.081 nm
predicted decay rate per tube cell: 0.03473
measured decay rate, 120 to 180 cells: 0.03485
free-energy error, 120 k points: 0.05381 meV/cell
free-energy error, 180 k points: 0.00443 meV/cell
tolerance: 0.010 meV/cell
300 K: estimated k points 159.94; last failing mesh 159
1000 K: estimated k points 66.02; last failing mesh 66
3000 K: estimated k points 27.67; last failing mesh 27
working mesh at 300 K: 160 k points
mesh length N a: 39.35 nm
full-tube error at working mesh: -0.005238 meV/cell
full-tube shift on doubling mesh: 0.005230 meV/cell
leading-law deviation, other band: 0.0174 of envelope
exact/linear pole height at 300 K: 0.999900
band-edge pole height (theta): 0.12279
band-edge square-root estimate: 0.12264
lowest gapped-subband half-gap: 0.8344 eV
crossing-band error, 30 k points: 6.70499 meV/cell
gapped-subband error, 30 k points: -0.001011 meV/cell
mean free path (rough input): 500 nm
scattering half-width: 0.5751 meV
rate factor from scattering: 1.00708
residual half-gap (rough input): 5.0 meV
rate factor from residual gap: 1.00189
velocity factor for sensitivity (input): 1.20
estimated k points with that velocity: 186.60
```
